# Dipolar spin-lattice relaxation of a tumbling pair of like spins, part 1

(Sections cited here and not found follow in the second part.)

Two identical nuclei of spin $\tfrac12$ and gyromagnetic ratio $\gamma>0$ belong to one rigid molecule and lie a fixed distance $r$ apart. Their dimensionless spin operators are $\mathbf I$ and $\mathbf S$. A static field $B_0$ points along $z$, and both nuclei have the same Larmor frequency $\omega=\gamma B_0$. With $F_z=I_z+S_z$, the Zeeman Hamiltonian in angular-frequency units is
$$H_0/\hbar=-\omega F_z .$$
The nuclei interact as two point magnetic dipoles $\boldsymbol\mu_1=\gamma\hbar\mathbf I$ and $\boldsymbol\mu_2=\gamma\hbar\mathbf S$, with energy $\frac{\mu_0}{4\pi r^3}[\boldsymbol\mu_1\!\cdot\!\boldsymbol\mu_2-3(\boldsymbol\mu_1\!\cdot\!\mathbf n)(\boldsymbol\mu_2\!\cdot\!\mathbf n)]$, where $\mathbf n=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$ is the unit vector joining them. Dividing by $\hbar$,
$$V(\mathbf n)=b\,[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)],\qquad b=\frac{\mu_0}{4\pi}\frac{\gamma^2\hbar}{r^3},$$
with $b$ in rad/s. The molecule tumbles in a liquid. The tumbling is modelled as isotropic rotational diffusion: $\mathbf n(t)$ is a classical random vector, unaffected by the spins, whose probability density on the unit sphere obeys $\partial P/\partial t=D\nabla^2P$, and in the steady state all directions are equally likely. No other spins and no other couplings are present. The magnetization along the field is proportional to $\langle F_z\rangle$, averaged over many molecules, and $T_1$ is the time constant of its return to equilibrium. SI units are used. The numbers quoted come from the numerical check or from the formulas and operators defined in it.

## (a) Sorting the coupling

**Write $V$ as $b\sum_q F_q(\mathbf n)A_q$, where each spin operator $A_q$ changes the eigenvalue $M$ of $F_z$ by a definite amount $q$ and each $F_q$ depends on the direction alone.**

*Solution.* Define $I_\pm=I_x\pm iI_y$, so that $I_x=\tfrac12(I_++I_-)$ and $I_y=\tfrac1{2i}(I_+-I_-)$, and likewise for $S$. Then
$$n_xI_x+n_yI_y=\tfrac12(n_x-in_y)I_++\tfrac12(n_x+in_y)I_-,$$
and since $n_x\mp in_y=\sin\theta\,e^{\mp i\varphi}$,
$$\mathbf I\cdot\mathbf n=\cos\theta\,I_z+\tfrac12\sin\theta\,(e^{-i\varphi}I_++e^{i\varphi}I_-).$$
Multiplying by the same expression for $\mathbf S\cdot\mathbf n$ gives nine terms, which group by their factor of $e^{i\varphi}$:
$$\begin{aligned}(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)={}&\cos^2\theta\,I_zS_z+\tfrac14\sin^2\theta\,(I_+S_-+I_-S_+)\\&+\tfrac12\sin\theta\cos\theta\,[e^{-i\varphi}(I_+S_z+I_zS_+)+e^{i\varphi}(I_-S_z+I_zS_-)]\\&+\tfrac14\sin^2\theta\,[e^{-2i\varphi}I_+S_++e^{2i\varphi}I_-S_-].\end{aligned}$$
For the scalar product, $I_xS_x=\tfrac14(I_++I_-)(S_++S_-)$ and $I_yS_y=-\tfrac14(I_+-I_-)(S_+-S_-)$. In the sum the $I_+S_+$ and $I_-S_-$ terms cancel and the mixed terms add:
$$\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+).$$
Now form $\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)$. The coefficient of $I_zS_z$ is $1-3\cos^2\theta$. The coefficient of $I_+S_-+I_-S_+$ is $\tfrac12-\tfrac34\sin^2\theta=\tfrac12-\tfrac34+\tfrac34\cos^2\theta=-\tfrac14(1-3\cos^2\theta)$, so these two pieces share one angular factor. The other terms are multiplied by $-3$. The result is $V=b\sum_{q=-2}^{2}F_qA_q$ with
$$\begin{aligned}A_0&=I_zS_z-\tfrac14(I_+S_-+I_-S_+), & F_0&=1-3\cos^2\theta,\\ A_1&=I_+S_z+I_zS_+, & F_1&=-\tfrac32\sin\theta\cos\theta\,e^{-i\varphi},\\ A_2&=I_+S_+, & F_2&=-\tfrac34\sin^2\theta\,e^{-2i\varphi},\end{aligned}$$
and $A_{-q}=A_q^\dagger$, $F_{-q}=F_q^*$, which makes $V$ Hermitian.

The labels are justified by $[I_z,I_\pm]=\pm I_\pm$, $[S_z,S_\pm]=\pm S_\pm$ and the fact that operators of different spins commute. A product picks up $+1$ in its commutator with $F_z$ for each raising operator and $-1$ for each lowering operator, so
$$[F_z,A_q]=qA_q .$$
If $F_z|j\rangle=M_j|j\rangle$, then $F_zA_q|j\rangle=(A_qF_z+qA_q)|j\rangle=(M_j+q)A_q|j\rangle$: the operator $A_q$ raises $M$ by $q$. Only $q=\pm1$ and $q=\pm2$ can change the magnetization. The program checks the decomposition against the Cartesian form of $V$ for random directions.

## (b) Which transitions exist

**Let $\alpha$ and $\beta$ denote $m=+\tfrac12$ and $-\tfrac12$. Find the action of the $A_q$ on the states $T_+=\alpha\alpha$, $T_0=(\alpha\beta+\beta\alpha)/\sqrt2$, $T_-=\beta\beta$ and $S_0=(\alpha\beta-\beta\alpha)/\sqrt2$, and list the transitions that $V$ can drive.**

*Solution.* The first letter refers to spin $I$. The rules are $I_+\beta=\alpha$, $I_+\alpha=0$, $I_-\alpha=\beta$, $I_-\beta=0$, $I_z\alpha=\tfrac12\alpha$, $I_z\beta=-\tfrac12\beta$.

For $A_0$: $I_zS_z\,\alpha\beta=-\tfrac14\alpha\beta$, and of the two flip-flop terms only $I_-S_+$ survives, giving $\beta\alpha$. Thus $A_0\,\alpha\beta=-\tfrac14(\alpha\beta+\beta\alpha)$, and in the same way $A_0\,\beta\alpha=-\tfrac14(\alpha\beta+\beta\alpha)$. The difference gives $A_0S_0=0$ and the sum gives $A_0T_0=-\tfrac12T_0$. On $\alpha\alpha$ and $\beta\beta$ the flip-flop terms vanish, so $A_0T_\pm=\tfrac14T_\pm$. The operator $A_0$ is diagonal in this basis: it shifts levels and drives no transition.

For $A_1$: on $\alpha\beta$, $I_+S_z$ gives zero and $I_zS_+$ gives $\tfrac12\alpha\alpha$. On $\beta\alpha$, $I_+S_z$ gives $\tfrac12\alpha\alpha$ and $I_zS_+$ gives zero. Hence $A_1S_0=0$ and $A_1T_0=\tfrac1{\sqrt2}(\tfrac12+\tfrac12)\alpha\alpha=\tfrac1{\sqrt2}T_+$. On $\beta\beta$, $I_+S_z$ gives $-\tfrac12\alpha\beta$ and $I_zS_+$ gives $-\tfrac12\beta\alpha$, so $A_1T_-=-\tfrac1{\sqrt2}T_0$. Also $A_1T_+=0$.

For $A_{-1}=I_-S_z+I_zS_-$: on $\alpha\beta$ the first term gives $-\tfrac12\beta\beta$ and the second zero; on $\beta\alpha$ the first gives zero and the second $-\tfrac12\beta\beta$. The difference vanishes, so $A_{-1}S_0=0$.

For $A_2$: $I_+S_+$ needs both spins down, so $A_2T_-=T_+$ and $A_2$ annihilates the other three states. Likewise $A_{-2}$ acts only on $T_+$.

Every $A_q$ annihilates the singlet. The reason is that $V$ is symmetric under exchange of the spins, so it cannot connect $S_0$ to the triplet. Its diagonal element in $S_0$ vanishes by a separate cancellation: there $\langle\mathbf I\cdot\mathbf S\rangle=-\tfrac34$ and $\langle(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)\rangle=-\tfrac14$ for every $\mathbf n$, so $-\tfrac34-3(-\tfrac14)=0$. The singlet population is conserved in this model and carries no magnetization. Within the triplet, the levels $T_+,T_0,T_-$ have energies $-\hbar\omega,0,+\hbar\omega$, and the transitions are
$$|\langle T_+|A_1|T_0\rangle|^2=|\langle T_0|A_1|T_-\rangle|^2=\tfrac12\quad(\text{frequency }\omega),\qquad|\langle T_+|A_2|T_-\rangle|^2=1\quad(\text{frequency }2\omega),$$
together with their reverses through $A_{-1}$ and $A_{-2}$, whose squared matrix elements are the same because $A_{-q}=A_q^\dagger$.

The likeness of the spins entered here. If the Larmor frequencies differ, $S_0$ and $T_0$ are not eigenstates of the Zeeman Hamiltonian, the eigenstates are $\alpha\beta$ and $\beta\alpha$, and the flip-flop part of $A_0$ drives a transition between them at the difference frequency. The result below does not cover that case.

## (c) The memory of the tumbling

**Find the mean of $F_q$ and the correlation functions $G_{qq'}(s)=\langle F_q(t+s)\,F_{q'}^*(t)\rangle$, the average being over the random motion.**

*Solution.* At one instant the average is over the sphere, $\langle\cdot\rangle=\frac1{4\pi}\int_0^{2\pi}d\varphi\int_{-1}^{1}dz$ with $z=\cos\theta$. From $\langle z^{2k}\rangle=\tfrac12\int_{-1}^1z^{2k}dz=1/(2k+1)$ we have $\langle z^2\rangle=\tfrac13$ and $\langle z^4\rangle=\tfrac15$.

The means vanish: $\langle F_0\rangle=1-3\cdot\tfrac13=0$, and $F_{\pm1},F_{\pm2}$ average to zero over $\varphi$. When the tumbling is fast compared with the coupling, $D\gg b$ (the condition found in (d)), each pair feels only this vanishing mean at first order and the dipolar coupling causes no splitting; a zero average over directions alone would not ensure this for static or slowly moving molecules. The product $F_qF_{q'}^*$ carries the factor $e^{-i(q-q')\varphi}$, so its average vanishes for $q\ne q'$. For $q=q'$,
$$\begin{aligned}\langle|F_0|^2\rangle&=\langle1-6z^2+9z^4\rangle=1-2+\tfrac95=\tfrac45,\\ \langle|F_1|^2\rangle&=\tfrac94\langle z^2-z^4\rangle=\tfrac94\cdot\tfrac2{15}=\tfrac3{10},\\ \langle|F_2|^2\rangle&=\tfrac9{16}\langle1-2z^2+z^4\rangle=\tfrac9{16}\cdot\tfrac8{15}=\tfrac3{10}.\end{aligned}$$
Numerical quadrature in the program gives $0.8000$, $0.3000$ and $0.3000$.

The time dependence follows from the action of the Laplacian on the sphere,
$$\nabla^2=\frac1{\sin\theta}\,\partial_\theta\,\sin\theta\,\partial_\theta+\frac1{\sin^2\theta}\,\partial_\varphi^2 ,$$
on each $F_q$. Write $s_\theta=\sin\theta$, $c_\theta=\cos\theta$, and let $g$ be the $\theta$-dependent factor; $\partial_\varphi^2$ gives $-q^2$.

For $q=0$, $g=1-3c_\theta^2$, $g'=6s_\theta c_\theta$, $s_\theta g'=6s_\theta^2c_\theta$, whose derivative is $12s_\theta c_\theta^2-6s_\theta^3$. Dividing by $s_\theta$ gives $12c_\theta^2-6(1-c_\theta^2)=-6(1-3c_\theta^2)=-6g$.

For $q=1$, $g=s_\theta c_\theta$, $s_\theta g'=s_\theta c_\theta^2-s_\theta^3$, whose derivative is $c_\theta^3-2s_\theta^2c_\theta-3s_\theta^2c_\theta$. Dividing by $s_\theta$ gives $c_\theta^3/s_\theta-5s_\theta c_\theta$. The azimuthal term is $-g/s_\theta^2=-c_\theta/s_\theta$, and $(c_\theta^3-c_\theta)/s_\theta=-s_\theta c_\theta$. The total is $-6g$.

For $q=2$, $g=s_\theta^2$, $s_\theta g'=2s_\theta^2c_\theta$, whose derivative divided by $s_\theta$ is $4c_\theta^2-2s_\theta^2$. The azimuthal term is $-4g/s_\theta^2=-4$, and $4c_\theta^2-4-2s_\theta^2=-6s_\theta^2=-6g$.

So $\nabla^2F_q=-6F_q$ for all five $q$. Let $P(\mathbf n,s|\mathbf n_0)$ be the density for the direction $\mathbf n$ a time $s>0$ after the direction was $\mathbf n_0$, and let $\bar F_q(s)=\int P\,F_q\,d\Omega$ be the conditional mean, with $\bar F_q(0)=F_q(\mathbf n_0)$. Then
$$\frac{d\bar F_q}{ds}=D\int(\nabla^2P)F_q\,d\Omega=D\int P\,\nabla^2F_q\,d\Omega=-6D\,\bar F_q ,$$
where the Laplacian was moved by two integrations by parts, which leave no boundary term on a closed surface. Hence $\bar F_q(s)=e^{-6Ds}F_q(\mathbf n_0)$. Multiplying by $F_{q'}^*(\mathbf n_0)$ and averaging over $\mathbf n_0$ gives $G_{qq'}(s)=\delta_{qq'}\langle|F_q|^2\rangle e^{-6Ds}$ for $s>0$. For negative $s$, stationarity gives $G_{qq'}(-s)=\langle F_q(t)F_{q'}^*(t+s)\rangle=G_{q'q}(s)^*$, which is the same real function. Therefore
$$G_{qq'}(s)=\delta_{qq'}\,\langle|F_q|^2\rangle\,e^{-|s|/\tau},\qquad\tau=\frac1{6D}.$$
One correlation time $\tau$ serves all components because they share one eigenvalue of $\nabla^2$. A simulated random walk on the sphere gives normalized correlations of $0.368$ for $F_1$ and $0.373$ for $F_2$ at $s=\tau$, against $e^{-1}=0.368$; the test allows an absolute deviation of $0.025$ for sampling noise and finite step size.

## (d) Transition rates

**A pair is in the triplet state $j$ at $t=0$, with a random orientation. Find the average probability of finding it in another triplet state $k$ at time $t$, to lowest order in $b$. State when this defines a rate, and give the rates of the transitions found in (b).**

*Solution.* Expand the state as $\sum_kc_k(t)e^{-iE_kt/\hbar}|k\rangle$. The Schrödinger equation becomes $\dot c_k=-i\sum_lV_{kl}(t)e^{i\omega_{kl}t}c_l$, with $\omega_{kl}=(E_k-E_l)/\hbar$. To first order in $b$, set $c_l=\delta_{lj}$ on the right:
$$c_k(t)=-i\int_0^tV_{kj}(t_1)\,e^{i\omega_{kj}t_1}\,dt_1 .$$
By (a), only the term $q=M_k-M_j$ has a matrix element, $V_{kj}=bF_q\langle k|A_q|j\rangle$. Taking the squared modulus and averaging,
$$\langle|c_k|^2\rangle=b^2|\langle k|A_q|j\rangle|^2\int_0^t\!dt_1\!\int_0^t\!dt_2\;G_{qq}(t_1-t_2)\,e^{i\omega_{kj}(t_1-t_2)} .$$
The integrand depends on $s=t_1-t_2$ alone, and for a given $s$ the square leaves a range of length $t-|s|$ for the other variable. The halves $s>0$ and $s<0$ are complex conjugates because $G$ is real and even. With $a=1/\tau-i\omega_{kj}$ the double integral is
$$\langle|F_q|^2\rangle\;2\,\mathrm{Re}\int_0^t(t-s)\,e^{-as}\,ds=\langle|F_q|^2\rangle\;2\,\mathrm{Re}\left[\frac ta-\frac{1-e^{-at}}{a^2}\right].$$
The bracket is confirmed by noting that it vanishes at $t=0$ and that its $t$-derivative, $(1-e^{-at})/a$, equals $\int_0^te^{-as}ds$, the derivative of the left side.

The first term grows linearly with $t$. Its coefficient defines the spectral density,
$$J(\omega)\equiv\mathrm{Re}\,\frac1{1/\tau-i\omega}=\mathrm{Re}\,\frac{\tau(1+i\omega\tau)}{1+\omega^2\tau^2}=\frac\tau{1+\omega^2\tau^2},$$
which is half the two-sided Fourier transform of $e^{-|s|/\tau}$. This normalization holds throughout; a different one changes the prefactors below and leaves the ratios alone. The second term is bounded in modulus by $2/|a|^2=2\tau^2/(1+\omega_{kj}^2\tau^2)=2\tau J(\omega_{kj})$, so relative to the first term, $tJ$, it is at most $2\tau/t$. For $t\gg\tau$ the probability is $W_{jk}t$ with
$$W_{jk}=2b^2\,|\langle k|A_q|j\rangle|^2\,\langle|F_q|^2\rangle\,J(\omega_{kj}).$$

First order also requires that $c_j$ has not moved far from 1. Its modulus falls at rates bounded by about $b^2\tau$, because $J\le\tau$. Its phase wanders under $A_0$ with a mean square of order $b^2\tau t$, by the same integral at zero frequency. A window $\tau\ll t\ll1/(b^2\tau)$ is therefore enough, and it exists when
$$b\tau\ll1 :$$
the molecule forgets its orientation before the dipolar coupling has turned the spins through an appreciable angle. After such an interval the orientation is again effectively random and uncorrelated with the spin populations, so the calculation can be repeated interval by interval, and $W_{jk}$ acts as a rate.

Inserting (b) and (c),
$$W_1=2b^2\cdot\tfrac12\cdot\tfrac3{10}J(\omega)=\tfrac3{10}b^2J(\omega)\quad(T_+\leftrightarrow T_0,\;T_0\leftrightarrow T_-),$$
$$W_2=2b^2\cdot1\cdot\tfrac3{10}J(2\omega)=\tfrac35b^2J(2\omega)\quad(T_+\leftrightarrow T_-).$$
Because $J$ is even, upward and downward rates are equal, and the sign of $\omega$, and so of $\gamma$, plays no part. A transition at frequency $\omega_{kj}$ is driven by the Fourier component of the fluctuating coupling at that frequency, and the molecular motion supplies or absorbs the energy $\hbar\omega_{kj}$.

## (e) The relaxation of the magnetization

**Justify working with populations alone. Then write the rate equations for the triplet populations $p_+,p_0,p_-$, find how $M=\langle F_z\rangle$ decays, and trace the origin of the relative weight of the two spectral densities.**

*Solution.* After the first interval each pair is in a superposition, so it has to be shown that the averaged off-diagonal elements of the density matrix $\rho$ neither arise from populations nor feed back into them. Let $U=e^{-i\chi F_z}$ rotate the spins about $z$ by $\chi$. From $[F_z,A_q]=qA_q$, the operator $X(\chi)=UA_qU^\dagger$ obeys $dX/d\chi=-iqX$, so $UA_qU^\dagger=e^{-iq\chi}A_q$. Since $F_q\propto e^{-iq\varphi}$, the factor $e^{-iq\chi}$ turns $F_q(\theta,\varphi)$ into $F_q(\theta,\varphi+\chi)$. Rotating the spins is thus the same as rotating the whole trajectory $\mathbf n(t)$ about $z$, and $H_0$ is unchanged. The rotated trajectory is as probable as the original one, so the averaged evolution commutes with the rotation $\rho\to U\rho U^\dagger$. Under this rotation $\rho_{jk}$ acquires the factor $e^{-i(M_j-M_k)\chi}$. A linear evolution that commutes with it for every $\chi$ connects only elements with the same $M_j-M_k$. The populations have $M_j-M_k=0$. The three triplet states have different $M$, so the only other such elements are those between $T_0$ and $S_0$. By (b) the Hamiltonian never connects singlet and triplet, so those elements evolve apart from the triplet block. The populations form a closed set. The argument holds for any $b$ and $\omega$, so within the regime $b\tau\ll1$ no separate condition $b\ll\omega$ was used; the numerical tests quoted below all happen to have $b\ll\omega$ and do not probe the other case.

Each population gains from and loses to the states it is connected with:
$$\begin{aligned}\dot p_+&=-W_1(p_+-p_0)-W_2(p_+-p_-),\\ \dot p_0&=W_1(p_+-p_0)+W_1(p_--p_0),\\ \dot p_-&=-W_1(p_--p_0)+W_2(p_+-p_-).\end{aligned}$$
The sum $N=p_++p_0+p_-$ is constant. The magnetization is $M=p_+-p_-$, since $T_0$ and $S_0$ have $F_z=0$. Subtracting the third equation from the first, $p_0$ cancels:
$$\dot M=-W_1(p_+-p_-)-2W_2(p_+-p_-)=-(W_1+2W_2)\,M .$$
The equation closes on $M$, so the decay is a single exponential whatever the initial populations. The cancellation of $p_0$ needs the two single-quantum rates to be equal, which rests on the equal matrix elements of (b) and the equal level spacing. The rate is
$$\boxed{\;\frac1{T_1}=W_1+2W_2=\frac3{10}\,b^2\,[J(\omega)+4J(2\omega)]\;}$$
or, written out,
$$\frac1{T_1}=\frac3{10}\left(\frac{\mu_0}{4\pi}\right)^2\frac{\gamma^4\hbar^2}{r^6}\left[\frac\tau{1+\omega^2\tau^2}+\frac{4\tau}{1+4\omega^2\tau^2}\right].$$
This is the rate usually quoted under the names of Bloembergen, Purcell and Pound for a like pair of spins $\tfrac12$, valid to leading order in $b\tau$ for isotropic rotational diffusion.

The third independent combination is the alignment $Q=p_++p_--2p_0$. Since $\dot p_0=W_1Q$ and $\dot p_++\dot p_-=-W_1Q$, it obeys $\dot Q=-3W_1Q$. Its decay measures $W_1$ alone, and (h) uses this.

The weight 4 can be read from a general form of the eigenvalue. Write the rate equations as $\dot{\mathbf p}=K\mathbf p$, with $K_{jk}=W_{jk}$ symmetric off the diagonal and $K_{jj}=-\sum_{k\ne j}W_{jk}$. The vector $\mathbf m=(1,0,-1)$ of $M$ values has just been shown to be an eigenvector, so $1/T_1=-\mathbf m^{T}K\mathbf m/\mathbf m^T\mathbf m$. In $-\mathbf m^TK\mathbf m$ each pair of states contributes $W_{jk}(m_j^2+m_k^2-2m_jm_k)$, so
$$\frac1{T_1}=\frac{\sum_{\text{pairs}}W_{jk}(m_j-m_k)^2}{\sum_jm_j^2}=\frac{W_1\cdot1+W_1\cdot1+W_2\cdot4}{2}.$$
The angular averages for $q=1$ and $q=2$ are equal, $\tfrac3{10}$ each. The summed squared matrix elements are also equal: two transitions of strength $\tfrac12$ against one of strength 1. What remains is $(\Delta M)^2$, which is 1 for a single flip and 4 for the double flip.

## (f) The end point of the relaxation

For $b\tau\ll1$, the magnetization of the pair has been shown to decay as a single exponential with $1/T_1=\tfrac3{10}b^2[J(\omega)+4J(2\omega)]$, but toward zero. It remains to supply the thermal end point, to find how $T_1$ depends on $\tau$ and $\omega$, to test the result beyond perturbation theory, and to work a numerical case.
